# How likely is a defect in a 112-atom amorphous oxide cell?: test program

```python
"""
Chance that a small cell cut at random from an amorphous solid holds a defect.

Result under test, for independently placed defects:
    P(exactly one) = lam*exp(-lam),  P(at least one) = 1 - exp(-lam),
    lam = n*V = N_at*n/rho.
n: defect density; rho: atomic density; N_at: atoms in the cell;
V: cell volume; L: edge of the cubic cell; lam: mean defects per cell.
If defects come in pairs of separation s and random orientation, q is the
probability that the partner of a defect in the cell is in the same cell.
Simulations place points in a periodic box divided into unit cubic cells.
"""
import numpy as np

rng = np.random.default_rng(20117)
NM3_PER_CM3 = 1e21


def independent_law(lam):
    """Probabilities of exactly one and of at least one defect."""
    return lam * np.exp(-lam), -np.expm1(-lam)


def partner_inside(a):
    """Orientation-averaged q for a = s/L not above one."""
    return 1 - 1.5 * a + 2 * a**2 / np.pi - a**3 / (4 * np.pi)


def paired_law(lam, q):
    """Same two probabilities when all defects come in pairs."""
    occupied_mean = lam * (1 - q / 2)
    return (lam * (1 - q) * np.exp(-occupied_mean),
            -np.expm1(-occupied_mean))


def cell_index(points, side):
    """Flat index of the unit cell that holds each point."""
    ijk = np.floor(points).astype(np.int64) % side
    return (ijk[:, 0] * side + ijk[:, 1]) * side + ijk[:, 2]


def simulate_independent(lam, side):
    """Defect count of every cell for independent placement."""
    number = int(round(lam * side**3))
    points = rng.random((number, 3)) * side
    return np.bincount(cell_index(points, side), minlength=side**3)


def simulate_pairs(lam, side, a):
    """Cell counts and the fraction of pairs lying in one cell."""
    number = int(round(lam * side**3 / 2))
    first = rng.random((number, 3)) * side
    direction = rng.normal(size=(number, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    i_first = cell_index(first, side)
    i_second = cell_index(first + a * direction, side)
    counts = np.bincount(np.concatenate((i_first, i_second)),
                         minlength=side**3)
    return counts, np.mean(i_first == i_second)


def clean_block_fraction(counts, block):
    """Fraction of blocks of cells that contain no defect at all."""
    blocks = len(counts) // block
    sums = counts[:blocks * block].reshape(blocks, block).sum(axis=1)
    return np.mean(sums == 0)


# Model parameters
N_at = 112
rho = 8e22            # atoms per cm^3
n = 1e18              # defects per cm^3
s = 0.3               # pair separation in nm
clean_cells = 100

V_cm3 = N_at / rho
V_nm3 = V_cm3 * NM3_PER_CM3
L = V_nm3 ** (1 / 3)
lam = n * V_cm3
p_one, p_any = independent_law(lam)

# Draw the atoms of the cell without replacement from a large sample.
sample_atoms = 8e8
sample_defects = sample_atoms * n / rho
draw_zero = 1.0
for i in range(N_at):
    draw_zero *= (sample_atoms - sample_defects - i) / (sample_atoms - i)
draw_one = N_at * sample_defects / (sample_atoms - N_at + 1)
for i in range(N_at - 1):
    draw_one *= (sample_atoms - sample_defects - i) / (sample_atoms - i)
# The site and continuum laws differ by a relative amount of order n/rho.
assert abs(draw_one / p_one - 1) < 3 * n / rho
assert abs((1 - draw_zero) / p_any - 1) < 3 * n / rho
assert 650 < 1 / draw_one < 750

# Independent placement at a mean where the law differs clearly from lam.
lam_test = 0.5
counts = simulate_independent(lam_test, 100)
sim_one, sim_any = np.mean(counts == 1), np.mean(counts > 0)
law_one, law_any = independent_law(lam_test)
# Tolerances on simulated values are several sampling errors wide.
assert abs(sim_one / law_one - 1) < 0.01
assert abs(sim_any / law_any - 1) < 0.01

# Paired defects: geometry, probabilities and factorial moment.
a = s / L
q = partner_inside(a)
pair_one, pair_any = paired_law(lam, q)
pair_counts, sim_q = simulate_pairs(lam_test, 100, a)
sim_pair_one = np.mean(pair_counts == 1)
sim_pair_any = np.mean(pair_counts > 0)
law_pair_one, law_pair_any = paired_law(lam_test, q)
sim_moment = np.mean(pair_counts * (pair_counts - 1))
law_moment = lam_test**2 + lam_test * q
assert abs(sim_q - q) < 0.006
assert abs(sim_pair_one / law_pair_one - 1) < 0.02
assert abs(sim_pair_any / law_pair_any - 1) < 0.015
assert abs(sim_moment / law_moment - 1) < 0.025
# A larger separation tests the higher powers of s/L.
_, sim_q_far = simulate_pairs(lam_test, 100, 0.9)
q_far = partner_inside(0.9)
assert abs(sim_q_far - q_far) < 0.006

# Cells needed for a 95 percent chance of at least one defect.
cells_needed = int(np.ceil(np.log(20) / lam))
rare_counts = simulate_independent(lam, 200)
missed = clean_block_fraction(rare_counts, cells_needed)
assert abs(missed - 0.05) < 0.018

# Density excluded at 95 percent confidence by a set of clean cells.
n_excluded = np.log(20) / (clean_cells * V_cm3)
limit_counts = simulate_independent(n_excluded * V_cm3, 100)
all_clean = clean_block_fraction(limit_counts, clean_cells)
assert abs(all_clean - 0.05) < 0.011

print(f"atoms in the cell: {N_at}")
print(f"atomic density: {rho:.2e} cm^-3")
print(f"defect density: {n:.2e} cm^-3")
print(f"cell volume: {V_nm3:.4f} nm^3 = {V_cm3:.4e} cm^3")
print(f"cell edge: {L:.4f} nm")
print(f"defective fraction of atoms: {n / rho:.3e}")
print(f"mean defects per cell: {lam:.4e}")
print(f"P(exactly one): {p_one:.6e}, one in {1 / p_one:.1f}")
print(f"P(at least one): {p_any:.6e}, one in {1 / p_any:.1f}")
print(f"P(exactly one), drawing atoms: {draw_one:.6e}")
print(f"P(at least one), drawing atoms: {1 - draw_zero:.6e}")
for rho_other in (7e22, 9e22):
    other_one, _ = independent_law(N_at * n / rho_other)
    print(f"atomic density {rho_other:.1e} cm^-3: "
          f"exactly one, one in {1 / other_one:.0f}")
print(f"test mean per cell: {lam_test:.2f}")
print(f"test, exactly one: simulated {sim_one:.4f}, law {law_one:.4f}")
print(f"test, at least one: simulated {sim_any:.4f}, law {law_any:.4f}")
print(f"pair separation: {s:.2f} nm, s/L = {a:.4f}")
print(f"partner in same cell, q: {q:.4f}, simulated {sim_q:.4f}")
print(f"q at s/L = 0.9: {q_far:.4f}, simulated {sim_q_far:.4f}")
print(f"pairs, P(exactly one): {pair_one:.4e}, one in {1 / pair_one:.0f}")
print(f"pairs, P(at least one): {pair_any:.4e}, one in {1 / pair_any:.0f}")
print(f"pair test, exactly one: simulated {sim_pair_one:.4f}, "
      f"law {law_pair_one:.4f}")
print(f"pair test, at least one: simulated {sim_pair_any:.4f}, "
      f"law {law_pair_any:.4f}")
print(f"pair test, E[N(N-1)]: simulated {sim_moment:.4f}, "
      f"law {law_moment:.4f}")
print(f"cells for 95% chance of a defect: {cells_needed}")
print(f"simulated chance that all these are clean: {missed:.4f}")
print(f"clean cells in the exclusion example: {clean_cells}")
print(f"density excluded at 95%: {n_excluded:.3e} cm^-3")
print(f"simulated chance of all clean at that density: {all_clean:.4f}")
print(f"density of one defect per cell: {1 / V_cm3:.3e} cm^-3")
print(f"ratio to the assumed defect density: {1 / lam:.1f}")
print(f"atoms for one defect on average: {rho / n:.0f}")
print("all assertions hold")
```

Running it gives:

```
atoms in the cell: 112
atomic density: 8.00e+22 cm^-3
defect density: 1.00e+18 cm^-3
cell volume: 1.4000 nm^3 = 1.4000e-21 cm^3
cell edge: 1.1187 nm
defective fraction of atoms: 1.250e-05
mean defects per cell: 1.4000e-03
P(exactly one): 1.398041e-03, one in 715.3
P(at least one): 1.399020e-03, one in 714.8
P(exactly one), drawing atoms: 1.398059e-03
P(at least one), drawing atoms: 1.399029e-03
atomic density 7.0e+22 cm^-3: exactly one, one in 626
atomic density 9.0e+22 cm^-3: exactly one, one in 805
test mean per cell: 0.50
test, exactly one: simulated 0.3034, law 0.3033
test, at least one: simulated 0.3935, law 0.3935
pair separation: 0.30 nm, s/L = 0.2682
partner in same cell, q: 0.6420, simulated 0.6426
q at s/L = 0.9: 0.1077, simulated 0.1083
pairs, P(exactly one): 5.0074e-04, one in 1997
pairs, P(at least one): 9.5015e-04, one in 1052
pair test, exactly one: simulated 0.1271, law 0.1275
pair test, at least one: simulated 0.2877, law 0.2879
pair test, E[N(N-1)]: simulated 0.5715, law 0.5710
cells for 95% chance of a defect: 2140
simulated chance that all these are clean: 0.0538
clean cells in the exclusion example: 100
density excluded at 95%: 2.140e+19 cm^-3
simulated chance of all clean at that density: 0.0456
density of one defect per cell: 7.143e+20 cm^-3
ratio to the assumed defect density: 714.3
atoms for one defect on average: 80000
all assertions hold
```
